# Debugging a numerical check: The Vallarta-Rosen density at a point nucleus and its cures

```python
"""Relativistic Thomas-Fermi (Vallarta-Rosen) density at a nucleus.

Result under test: in a potential with r*W -> 2Z the density tends to
(Z alpha)^3/(3 pi^2 r^3), whose electron number diverges logarithmically.
A finite nucleus, or a Weizsaecker gradient term, gives a finite number.
Rydberg units: hbar=1, m=1/2, e^2=2, c=2/alpha; length a0, energy Ry.
W = mu - V is the local Fermi kinetic energy, p the Fermi momentum,
n = p^3/(3 pi^2), U = r W, R the nuclear radius, and lam the strength
of the gradient energy lam * integral |grad sqrt(n)|^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq

pi = np.pi
alpha = const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
c = 2 / alpha
rest = 0.5 * c**2
Z = 80.0
R_nuc = 7e-15 / bohr
r_cross = Z * alpha**2 / 2


def density(W):
    W = np.maximum(W, 0.0)
    return (W + alpha**2 * W**2 / 4)**1.5 / (3 * pi**2)


def kinetic(p):
    """Relativistic kinetic energy, written without cancellation."""
    return c**2 * p**2 / (np.sqrt(c**2 * p**2 + rest**2) + rest)


print(f"alpha = {alpha:.9f}; c = {c:.4f} Rydberg units")
print(f"Z = {Z:.0f}; Z*alpha = {Z*alpha:.6f}; mc^2 = {rest:.2f} Ry")
print(f"crossover radius r* = {r_cross:.6e} a0")

# Density from the Fermi condition itself, solved by root finding.
for r in (1e-6, 1e-3, 1e-1):
    W = 2 * Z / r
    p_root = brentq(lambda p: np.sqrt(c*c*p*p + rest**2) - rest - W,
                    0, 1e9, rtol=1e-13)
    assert abs(p_root**3 / (3*pi**2) / density(W) - 1) < 1e-8
coef = (Z * alpha)**3 / (3 * pi**2)
r = 1e-8
slope = (np.log(density(2*Z/(r*1.01))) - np.log(density(2*Z/(r/1.01)))
         ) / (2 * np.log(1.01))
assert abs(slope + 3) < 1e-4
screened = 2 * Z / r * np.exp(-r / 0.1) - 300
assert abs(density(screened) * r**3 / coef - 1) < 1e-4
r = 1e-6
slope_nr = np.log((2*Z/(2*r))**1.5 / (2*Z/r)**1.5) / np.log(2)
assert abs(slope_nr + 1.5) < 1e-12
print(f"limit of n*r^3 = {coef:.6e} (dimensionless)")
print(f"log slope of bare density at 1e-8 a0 = {slope:.6f}")
for r in (1e-6, 1e-4, 1e-2):
    print(f"bare n({r:.0e} a0) = {density(2*Z/r):.5e} a0^-3;"
          f" ratio to r^-3 law = {density(2*Z/r)*r**3/coef:.5f}")


def primitive(r):
    u = Z * alpha
    s = np.sqrt(u*u + 2*Z*r)
    return 4/(3*pi) * (2*s**3/3 + 2*u*u*s
                       + u**3*np.log(2*Z*r/(s+u)**2))


decade = 4/(3*pi) * (Z*alpha)**3 * np.log(10)
for a, b in ((1e-4, 1e-3), (1e-7, 1e-6), (1e-12, 1e-11)):
    count = quad(lambda x: 4*pi*np.exp(3*x)*density(2*Z*np.exp(-x)),
                 np.log(a), np.log(b))[0]
    assert abs(count / (primitive(b) - primitive(a)) - 1) < 1e-7
    print(f"bare shell {a:.0e} to {b:.0e} a0: {count:.6f} electrons")
assert abs(count / decade - 1) < 1e-6
print(f"limiting number per decade = {decade:.6f} electrons")

# A small charge in a shrinking ball: energy from its defining integrals.
N_ball, b = 0.1, 1e-7
p_ball = (9*pi*N_ball/4)**(1/3) / b
volume = 4*pi*b**3/3
E_kin = volume * p_ball**3/pi**2 * quad(
    lambda t: t*t*kinetic(p_ball*t), 0, 1)[0]
n_ball = N_ball / volume
E_att = -quad(lambda t: 2*Z/(b*t)*n_ball*4*pi*(b*t)**2*b, 0, 1)[0]
E_rep = quad(lambda t: 2*N_ball*t**3/(b*t)*n_ball
             * 4*pi*(b*t)**2*b, 0, 1)[0]
limit = (0.75*c*(9*pi*N_ball/4)**(1/3)*N_ball
         - 3*Z*N_ball + 1.2*N_ball**2)
E_ball = E_kin + E_att + E_rep
assert limit < 0 and abs(E_ball*b/limit - 1) < 1e-3
print(f"ball: N = {N_ball}, b = {b:.0e} a0, E = {E_ball:.5e} Ry")
print(f"ball limit of b*E = {limit:.5f} Ry a0")


def tridiagonal_solve(diagonal, off, rhs):
    bands = np.zeros((3, len(rhs)))
    bands[0, 1:] = off
    bands[1] = diagonal
    bands[2, :-1] = off
    return solve_banded((1, 1), bands, rhs)


def finite_nucleus_atom(R, h):
    """Neutral atom; U = sqrt(r) w on a grid uniform in x = ln r.

    Convexity makes the Newton iterates decrease to the solution.
    """
    k = np.arange(int(np.log(1e-8)/h), int(np.log(1e3/R)/h) + 1)
    x = np.log(R) + h*k
    r = np.exp(x)
    weight = np.where(k < 0, 1.0, np.where(k == 0, 0.5, 0.0))
    rho = weight * 3*Z/(4*pi*R**3)
    q = np.minimum(r/R, 1.0)
    w = np.where(k < 0, Z*q*(3-q*q), 2*Z) / np.sqrt(r)
    mass = 4*np.sinh(h/4)**2/h**2
    for _ in range(300):
        W = w / np.sqrt(r)
        n = density(W)
        dn = np.sqrt(W + alpha**2*W**2/4)*(1 + alpha**2*W/2)/(2*pi**2)
        rhs = 8*pi*r**2.5*(rho + W*dn - n)
        new = tridiagonal_solve(2/h**2 + mass + 8*pi*r**2*dn,
                                -1/h**2, rhs)
        change = np.max(np.abs(new/w - 1))
        w = new
        if change < 1e-8:
            break
    assert change < 1e-8
    W = w / np.sqrt(r)
    n = density(W)
    inside = cumulative_trapezoid(4*pi*r**3*n, x, initial=0)
    return x, r, W, n, rho, inside


h = 0.005
x, r, W, n, rho, inside = finite_nucleus_atom(R_nuc, h)
W0 = np.interp(np.log(1e-3*R_nuc), x, W)
n0 = density(W0)
W0_from_charge = 8*pi*h*np.sum(r**2*(rho-n))
n0_bare = density(3*Z/R_nuc)
assert abs(W0/W0_from_charge - 1) < 1e-3
assert abs(inside[-1]/Z - 1) < 1e-3
assert 0.95 < n0/n0_bare < 1
print(f"finite nucleus R = 7 fm = {R_nuc:.6e} a0")
print(f"self-consistent W(0) = {W0:.5e} Ry; bare 3Z/R"
      f" = {3*Z/R_nuc:.5e} Ry")
print(f"n(0) self-consistent = {n0:.4e} a0^-3; bare = {n0_bare:.4e}")
print(f"electrons inside R = {np.interp(np.log(R_nuc), x, inside):.5f}")
print(f"electrons inside r* = {np.interp(np.log(r_cross), x, inside):.4f}")
print(f"total electrons = {inside[-1]:.4f}")

# Shrinking nucleus: full atom compared with the slow screening law.
r_probe = 1e-6
previous = 0.0
for R in (1e-15, 1e-30, 1e-60):
    x, r, W, n, rho, inside = finite_nucleus_atom(R, 0.01)
    captured = np.interp(np.log(r_probe), x, inside)
    log_term = np.log(r_probe/R) + 188/315
    predicted = Z - Z/np.sqrt(1 + 8*alpha**3*Z**2*log_term/(3*pi))
    assert captured > previous
    assert abs(captured/predicted - 1) < 0.015
    previous = captured
    print(f"R = {R:.0e} a0: electrons inside 1e-6 a0 = {captured:.4f};"
          f" law {predicted:.4f}")

# Gradient energy: hydrogenic lower bound by diagonalization.
lam = 1/9
step = 1e-5
rr = step*np.arange(1, 4001)
lowest = eigh_tridiagonal(2*lam/step**2 - 2*Z/rr,
                          -lam/step**2*np.ones(len(rr)-1),
                          select="i", select_range=(0, 0),
                          eigvals_only=True)[0]
assert abs(lowest/(-Z**2/lam) - 1) < 1e-3
print(f"gradient strength lam = {lam:.6f}; energy bound per electron"
      f" = {-Z**2/lam:.1f} Ry")
print(f"lowest eigenvalue by diagonalization = {lowest:.1f} Ry")

# Singular density: divergent Weizsaecker cost, and the marginal term.
s, eps, a = sp.symbols("s eps a", positive=True)
root_n = sp.sqrt(a)*s**sp.Rational(-3, 2)
cost = sp.integrate(sp.simplify(4*sp.pi*s**2*sp.diff(root_n, s)**2),
                    (s, eps, sp.oo))
assert sp.simplify(cost - 9*sp.pi*a/(2*eps**2)) == 0
zs, cs, B = sp.symbols("zs cs B", positive=True)
P = sp.Function("P")(s)
lagrangian = s**2*(cs*P**4/(4*sp.pi**2) + B*sp.diff(P, s)**2
                   - 2*zs*P**3/(3*sp.pi**2*s))
euler = sp.diff(lagrangian, P) - sp.diff(
    sp.diff(lagrangian, sp.diff(P, s)), s)
assert sp.simplify(euler.subs(P, 2*zs/(cs*s)).doit()) == 0

# Point nucleus with gradient term; sqrt(n) = w/sqrt(r), x = ln r.
mu = -300.0
r_min, r_max = 1e-11, 2.0
x = np.linspace(np.log(r_min), np.log(r_max), 8000)
h = x[1] - x[0]
r = np.exp(x)
mass = 4*np.sinh(h/4)**2/h**2
p_start = 4*Z/(c*r_min)
w = np.sqrt(p_start**3/(3*pi**2)) * np.sqrt(r)
for _ in range(400):
    p = (3*pi**2*w**2/r)**(1/3)
    stiffness = (2/3)*c**2*p**2/np.sqrt(c**2*p**2 + rest**2)
    diagonal = (lam*(2/h**2 + mass)
                + r**2*(kinetic(p) + stiffness - mu) - 2*Z*r)
    new = tridiagonal_solve(diagonal, -lam/h**2, r**2*stiffness*w)
    change = np.max(np.abs(new-w))/np.max(np.abs(new))
    w = new
    if change < 1e-10:
        break
assert change < 1e-10 and np.all(w > 0)
psi = w/np.sqrt(r)
near = (r > 1e-5) & (r < 2e-4)
fit = np.polyfit(r[near]/1e-4, psi[near], 4)
n_center = fit[-1]**2
cusp = fit[-2]/fit[-1]/1e-4
inside = cumulative_trapezoid(4*pi*r**3*psi**2, x, initial=0)
assert abs(cusp/(-Z/lam) - 1) < 0.005
r_small = 1e-6
small_count = np.interp(np.log(r_small), x, inside)
assert abs(small_count/(4*pi/3*n_center*r_small**3) - 1) < 0.01
n_outer = np.interp(np.log(0.1), x, psi**2)
n_outer_tf = density(2*Z/0.1 + mu)
assert abs(n_outer/n_outer_tf - 1) < 0.03
assert np.isfinite(inside[-1]) and inside[-1] - inside[-400] < 1e-6
print(f"gradient example: mu = {mu:.0f} Ry, bare point nucleus")
print(f"n(0) with gradient = {n_center:.5e} a0^-3")
print(f"cusp of sqrt(n) = {cusp:.3f} a0^-1; -Z/lam = {-Z/lam:.3f} a0^-1")
print(f"total electrons with gradient = {inside[-1]:.4f}")
print(f"n(0.1 a0): gradient {n_outer:.4f} a0^-3;"
      f" without {n_outer_tf:.4f} a0^-3")
print("success")
```

It fails:

```
alpha = 0.007297353; c = 274.0720 Rydberg units
Z = 80; Z*alpha = 0.583788; mc^2 = 37557.73 Ry
crossover radius r* = 2.130054e-03 a0
limit of n*r^3 = 6.719624e-03 (dimensionless)
log slope of bare density at 1e-8 a0 = -2.999993
bare n(1e-06 a0) = 6.72436e+15 a0^-3; ratio to r^-3 law = 1.00070
bare n(1e-04 a0) = 7.19834e+09 a0^-3; ratio to r^-3 law = 1.07124
bare n(1e-02 a0) = 9.13173e+04 a0^-3; ratio to r^-3 law = 13.58965
bare shell 1e-04 to 1e-03 a0: 0.251244 electrons
bare shell 1e-07 to 1e-06 a0: 0.194487 electrons
bare shell 1e-12 to 1e-11 a0: 0.194433 electrons
limiting number per decade = 0.194433 electrons
ball: N = 0.1, b = 1e-07 a0, E = -5.67774e+07 Ry
ball limit of b*E = -5.67737 Ry a0
finite nucleus R = 7 fm = 1.322808e-04 a0
self-consistent W(0) = 1.81017e+06 Ry; bare 3Z/R = 1.81432e+06 Ry
n(0) self-consistent = 1.0343e+10 a0^-3; bare = 1.0413e+10
electrons inside R = 0.05386
electrons inside r* = 0.4119
total electrons = 80.0015
R = 1e-15 a0: electrons inside 1e-6 a0 = 1.7369; law 1.7417
R = 1e-30 a0: electrons inside 1e-6 a0 = 4.3258; law 4.3368
R = 1e-60 a0: electrons inside 1e-6 a0 = 8.8170; law 8.8360
gradient strength lam = 0.111111; energy bound per electron = -57600.0 Ry
lowest eigenvalue by diagonalization = -57599.3 Ry
Traceback (most recent call last):
  File "check.py", line 229, in <module>
    assert np.isfinite(inside[-1]) and inside[-1] - inside[-400] < 1e-6
                                       ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The failed check asked that fewer than 1e-6 electrons lie beyond the 400th grid point from the end, but on the logarithmic grid that point is at about 0.54 a0, just outside the classical edge 2Z/|μ| = 0.533 a0. The gradient term lets the density leak past this edge, so electrons there are part of the true solution; the fault was in the choice of radius, not in the physics or the solver. The check now counts electrons between the fixed radius 1 a0, well into the decaying region, and the outer boundary at 2 a0, with the tolerance of 1e-6 unchanged. The classical edge and the two outside counts are now printed, and all other tests are as before.

Diff:

```diff
@@ -227,9 +227,20 @@
 n_outer_tf = density(2*Z/0.1 + mu)
 assert abs(n_outer/n_outer_tf - 1) < 0.03
-assert np.isfinite(inside[-1]) and inside[-1] - inside[-400] < 1e-6
+# The density leaks past the classical edge, then decays exponentially.
+r_edge = 2*Z/abs(mu)
+r_far = 1.0
+beyond_edge = inside[-1] - np.interp(np.log(r_edge), x, inside)
+far = r >= r_far
+beyond_far = np.trapezoid(4*pi*r[far]**3*psi[far]**2, x[far]) \
+    if hasattr(np, "trapezoid") else \
+    np.trapz(4*pi*r[far]**3*psi[far]**2, x[far])
+assert np.isfinite(inside[-1]) and beyond_far < 1e-6
 print(f"gradient example: mu = {mu:.0f} Ry, bare point nucleus")
 print(f"n(0) with gradient = {n_center:.5e} a0^-3")
 print(f"cusp of sqrt(n) = {cusp:.3f} a0^-1; -Z/lam = {-Z/lam:.3f} a0^-1")
 print(f"total electrons with gradient = {inside[-1]:.4f}")
+print(f"classical edge 2Z/|mu| = {r_edge:.5f} a0;"
+      f" electrons beyond it = {beyond_edge:.3e}")
+print(f"electrons from {r_far:.0f} to {r_max:.0f} a0 = {beyond_far:.1e}")
 print(f"n(0.1 a0): gradient {n_outer:.4f} a0^-3;"
       f" without {n_outer_tf:.4f} a0^-3")
```

The mended program passes:

```
alpha = 0.007297353; c = 274.0720 Rydberg units
Z = 80; Z*alpha = 0.583788; mc^2 = 37557.73 Ry
crossover radius r* = 2.130054e-03 a0
limit of n*r^3 = 6.719624e-03 (dimensionless)
log slope of bare density at 1e-8 a0 = -2.999993
bare n(1e-06 a0) = 6.72436e+15 a0^-3; ratio to r^-3 law = 1.00070
bare n(1e-04 a0) = 7.19834e+09 a0^-3; ratio to r^-3 law = 1.07124
bare n(1e-02 a0) = 9.13173e+04 a0^-3; ratio to r^-3 law = 13.58965
bare shell 1e-04 to 1e-03 a0: 0.251244 electrons
bare shell 1e-07 to 1e-06 a0: 0.194487 electrons
bare shell 1e-12 to 1e-11 a0: 0.194433 electrons
limiting number per decade = 0.194433 electrons
ball: N = 0.1, b = 1e-07 a0, E = -5.67774e+07 Ry
ball limit of b*E = -5.67737 Ry a0
finite nucleus R = 7 fm = 1.322808e-04 a0
self-consistent W(0) = 1.81017e+06 Ry; bare 3Z/R = 1.81432e+06 Ry
n(0) self-consistent = 1.0343e+10 a0^-3; bare = 1.0413e+10
electrons inside R = 0.05386
electrons inside r* = 0.4119
total electrons = 80.0015
R = 1e-15 a0: electrons inside 1e-6 a0 = 1.7369; law 1.7417
R = 1e-30 a0: electrons inside 1e-6 a0 = 4.3258; law 4.3368
R = 1e-60 a0: electrons inside 1e-6 a0 = 8.8170; law 8.8360
gradient strength lam = 0.111111; energy bound per electron = -57600.0 Ry
lowest eigenvalue by diagonalization = -57599.3 Ry
gradient example: mu = -300 Ry, bare point nucleus
n(0) with gradient = 1.12266e+07 a0^-3
cusp of sqrt(n) = -719.945 a0^-1; -Z/lam = -720.000 a0^-1
total electrons with gradient = 67.4394
classical edge 2Z/|mu| = 0.53333 a0; electrons beyond it = 1.723e-01
electrons from 1 to 2 a0 = 3.8e-13
n(0.1 a0): gradient 1618.8909 a0^-3; without 1624.3211 a0^-3
success
```
